\section*{The long-range Fröhlich vertex and LO–TO splitting of a polar monolayer, part 2}

We seek the LO--TO splitting and Fr\"ohlich vertex of an insulating $D_{3h}$ monolayer with two atoms per cell of area $A$, masses $M_\kappa$, reduced mass $\mu$ and in-plane displacements $u$. The wavevector $\mathbf q$ makes angle $\theta$ with a lattice vector ($x$). Hartree atomic units and Gaussian electrostatics are used; the electron has charge $-1$. On $N$ cells, $H=N^{-1/2}\sum g_\nu(\mathbf q)\,c^\dagger_{\mathbf k+\mathbf q}c_{\mathbf k}(b_{\mathbf q\nu}+b^\dagger_{-\mathbf q\nu})$ defines $g_\nu$; modes have frequencies $\omega_\nu$ and mass-scaled unit eigenvectors $e_{\kappa\nu}$.

A sheet charge $\sigma$ has potential
\begin{equation}
\phi(z)=\frac{2\pi\sigma}{q}\,e^{-q|z|}.
\label{eq:kernel}
\end{equation}
With Born charges $\pm Z$, electronic polarizability $\alpha$, $r=2\pi\alpha$ and $E'$ optical frequency $\omega_0$, all at $q=0$, a zero-thickness sheet gives
\begin{equation}
\omega_{\rm LO}^2-\omega_{\rm TO}^2=\frac{Sq}{1+rq},\qquad S=\frac{2\pi Z^2}{A\mu},\qquad
\omega_{\rm LO}-\omega_{\rm TO}\to\frac{S}{2\omega_0}\,q .
\label{eq:split}
\end{equation}
\begin{equation}
g_{\rm LO}(q)=\frac{2\pi Z}{A\sqrt{2\mu\,\omega_{\rm LO}(q)}}\,\frac1{1+rq},\qquad
g_0\equiv|g_{\rm LO}(0^+)|=\frac{2\pi Z}{A\sqrt{2\mu\omega_0}} .
\label{eq:g}
\end{equation}
\begin{equation}
\frac{d\ln|g_{\rm LO}|}{dq}\bigg|_{0^+}=-r-\frac{S}{4\omega_0^2}.
\label{eq:slope}
\end{equation}
A fixed displacement along $x$ gives $\phi\propto\cos\theta$ as $q\to0$.

In the lattice model, ions have charges $z_1=-z_2=z$, polarizabilities $\chi_\kappa$, induced dipoles $p$, total dipoles $d=zu+p$ and short-range force constants $K$. $T_{\kappa\kappa'}(\mathbf q)$ is the lattice sum of $\partial_a\partial_b(1/|\mathbf x|)e^{i\mathbf q\cdot\mathbf x}$ omitting $\mathbf x=0$; $B_\kappa=\sum_{\kappa'}T_{\kappa\kappa'}(0)z_{\kappa'}$, $C=Tz-B$. The energy per cell is
\begin{equation}
\mathcal E=\tfrac12u^\dagger K_{\rm ion}u-{\rm Re}\,p^\dagger Cu+\tfrac12p^\dagger\mathsf Mp,\quad K_{\rm ion}=K-zTz+zB,\quad \mathsf M=\chi^{-1}-T,
\label{eq:E}
\end{equation}
so $\mathsf Mp=Cu$ and $\Phi u=K_{\rm ion}u-C^\dagger p$. With $w=(\mathbf q,\mathbf q)^T$ and $c=2\pi/(Aq)$, the cell-averaged ($\mathbf G=0$) potential is $\phi=-icw^Td$.

Bars mark quantities built without the non-analytic part $-c\,ww^T$ of $T$. Barred mode $n$ creates the field with amplitude $v_n$, which is $O(q)$ for acoustic modes. With $\bar\Delta\equiv\bar\omega_L^2-\bar\omega_T^2=bq^2+O(q^4)$ and $|\bar g_T|=(2\pi/A)|v_T|/\sqrt{2\bar\omega_T}\propto q|\cos3\theta|$, the lattice gives
\begin{align}
\omega_{\rm LO}^2-\omega_{\rm TO}^2&=\frac{Sq}{1+rq}+bq^2+O(q^3),\label{eq:split2}\\
|g_{\rm LO}|&=g_0\sqrt{\frac{\omega_0}{\omega_{\rm LO}}}\,\frac{1+O(q^2)}{1+rq},\label{eq:g2}\\
|g_{\rm TO}|&=\frac{|\bar g_T|\,|\bar\Delta|}{Sq+\bar\Delta(1+rq)}\,[1+O(q^2)],\label{eq:gT}
\end{align}

The linear slopes \eqref{eq:split} and \eqref{eq:slope} are exact for this lattice, the second for the $\mathbf G=0$ part of the vertex. In the splitting, the term $-Srq^2$ from the denominator is of the same order as $bq^2$, and dominates it only if $Sr\gg|b|$. In the vertex, the terms $r^2q^2$ compete with the omitted analytic terms of order $q^2$, so the resummed denominator is controlled at $rq\sim1$ only when the coefficient of those terms is far below $r^2$.

Equation \eqref{eq:g2} is the $\mathbf G=0$ part of the vertex. The short-range optical deformation potential can also be finite at $q=0$, so in two dimensions the long-range term does not win by divergence. For a nondegenerate band at $\Gamma$ or $K$, $|\psi|^2$ is $C_3$ invariant while an $E'$ potential has $m\equiv\pm1\pmod3$, so the intraband short-range term vanishes there at $q=0$. At order $q$ symmetry allows a short-range term proportional to $\mathbf q\cdot\mathbf u$, the same form as the linear term of \eqref{eq:g}. At $K$ it also allows an energy shift proportional to $\varepsilon_{ab}(\mathbf k-\mathbf K)_au_b$, which is unchanged by $C_3$ and by the mirror combined with time reversal. A carrier scattered from $K$ to $K+\mathbf q$ can then couple to the TO mode at order $q$, more strongly than through \eqref{eq:gT}. So \eqref{eq:slope} and \eqref{eq:gT} describe the $\mathbf G=0$ part only. For degenerate bands or lower symmetry the short-range term can be finite already at $q=0$ and must be added to \eqref{eq:g2}. Free carriers are absent here. They would add a response at the phonon frequency, which static screening does not describe as $q\to0$, because the plasmon frequency of a two-dimensional carrier gas vanishes there.

\subsection{Static screening}

In a uniform static field at fixed strain, the relative displacement obeys $\mu\omega_0^2u=ZE$ and adds the dipole $Z^2E/\mu\omega_0^2$ per cell. The static length is $r_0=r+2\pi Z^2/(A\mu\omega_0^2)=r+S/\omega_0^2$. In the continuum sheet, where $\omega_{\rm TO}=\omega_0$, dividing \eqref{eq:split} by $\omega_0^2$ gives the two-dimensional Lyddane--Sachs--Teller relation, and \eqref{eq:slope} becomes a weighted mean:
\begin{equation}
\frac{\omega_{\rm LO}^2}{\omega_{\rm TO}^2}=1+\frac{(r_0-r)q}{1+rq}=\frac{1+r_0q}{1+rq},\qquad
\frac{d\ln|g_{\rm LO}|}{dq}\bigg|_{0^+}=-\frac{3r+r_0}{4}.
\label{eq:LST}
\end{equation}
From \eqref{eq:g}, $|g_{\rm LO}|^2=\pi S/[A\omega_{\rm LO}(1+rq)^2]$. Writing $S=\omega_0^2(r_0-r)$ and $\omega_0^2=\omega_{\rm LO}^2(1+rq)/(1+r_0q)$ gives $\pi\omega_{\rm LO}(r_0-r)/[A(1+rq)(1+r_0q)]$, that is
\begin{equation}
|g_{\rm LO}|^2=\frac{\omega_{\rm LO}}{2A}\,\frac{2\pi}{q}\left[\frac1{1+rq}-\frac1{1+r_0q}\right].
\label{eq:pekar}
\end{equation}
On the lattice the ratio in \eqref{eq:LST} has an $O(q^2)$ correction and \eqref{eq:pekar} a relative $O(q^2)$ one.

An exact lattice statement needs all modes. An external potential $\phi_{\rm ext}$ applies $E=-iw\phi_{\rm ext}$ and adds $-{\rm Re}\,E^\dagger d$ to \eqref{eq:E}. Then $\mathsf Mp=Cu+E$ and $K_{\rm ion}u-C^\dagger p=zE$, so $\Phi u=X^\dagger E$ with $X=z+\mathsf M^{-1}C$, and $d=Xu+\mathsf M^{-1}E$. Relaxing the ions changes the potential by $-icw^TX\Phi^{-1}X^\dagger(-iw)\phi_{\rm ext}$. Expanding $\Phi^{-1}=\sum_\nu\tilde e_\nu\tilde e_\nu^\dagger/\omega_\nu^2$, with $\tilde e_{\kappa\nu}=e_{\kappa\nu}/\sqrt{M_\kappa}$, and noting $|g_\nu|^2=c^2|w^TX\tilde e_\nu|^2/2\omega_\nu$, the screened interactions $W=(2\pi/q)\phi_{\rm tot}/\phi_{\rm ext}$ with clamped ($W_\infty$) and relaxed ($W_0$) ions satisfy
\begin{equation}
\frac{W_\infty-W_0}{A}=\sum_\nu\frac{2|g_\nu|^2}{\omega_\nu}.
\label{eq:sum}
\end{equation}
An acoustic term scales as $|v_n|^2/\omega_n^2\sim q^2/q^2$ and stays finite as $q\to0$: this is piezoelectric screening. It is why $r_0$ in \eqref{eq:pekar} must be the fixed-strain value and not one read from $W_0(q)$.

\subsection{Thickness and environment}

The factor $e^{-q|z|}$ in \eqref{eq:kernel} departs from one at order $q$, so thickness changes the linear coefficient itself. Take a continuum slab $|z|<t/2$ with constants $\epsilon_\parallel,\epsilon_\perp$ between media $\epsilon_1$ (below) and $\epsilon_2$ (above), with source $\sigma/t$ and probe both uniform in $z$, and define $\epsilon(q)=2\pi\sigma/(q\langle\phi\rangle)$, which replaces $1+rq$ in \eqref{eq:split} and \eqref{eq:g}. Inside, $\epsilon_\perp\phi''=\epsilon_\parallel q^2\phi-4\pi\sigma/t$. Outside $\phi$ decays as $e^{-q|z|}$, and continuity of $D_z$ gives $\epsilon_\perp\phi'=\epsilon_1q\phi_-$ at the lower face and $-\epsilon_2q\phi_+$ at the upper. Integrating across the slab,
\begin{equation}
4\pi\sigma=q(\epsilon_1\phi_-+\epsilon_2\phi_+)+\epsilon_\parallel q^2t\langle\phi\rangle .
\label{eq:gauss}
\end{equation}
To first order in $qt$, $\phi''$ is constant, so with $\xi=z/t+\frac12$ and $k_0=qt\langle\phi\rangle/\epsilon_\perp$ one has $\phi=\phi_-+k_0[\epsilon_1\xi-\frac12(\epsilon_1+\epsilon_2)\xi^2]$. Averaging over $\xi\in[0,1]$ gives $\phi_-=\langle\phi\rangle-k_0(2\epsilon_1-\epsilon_2)/6$, and $\phi_+$ follows by $1\leftrightarrow2$. Inserting these in \eqref{eq:gauss} and dividing by $2q\langle\phi\rangle$,
\begin{equation}
\epsilon(q)=\frac{\epsilon_1+\epsilon_2}2+q\left[\frac{\epsilon_\parallel t}2-\frac{t\,(\epsilon_1^2-\epsilon_1\epsilon_2+\epsilon_2^2)}{6\epsilon_\perp}\right]+O(q^2).
\label{eq:slab}
\end{equation}
The slab's polarizability is $\alpha=(\epsilon_\parallel-1)t/4\pi$, so $\epsilon_\parallel t/2=2\pi\alpha+t/2$. In vacuum
\begin{equation}
r_{\rm eff}=\frac{\epsilon_\parallel t}{2}-\frac{t}{6\epsilon_\perp}=2\pi\alpha+t\left(\frac12-\frac1{6\epsilon_\perp}\right),
\label{eq:reff}
\end{equation}
and for $t\to0$ at fixed $\alpha$ the denominator is $(\epsilon_1+\epsilon_2)/2+rq$, so $g_0$ is reduced by the mean constant of the surroundings. Here $\epsilon_1$ and $\epsilon_2$ are the values at the phonon frequency and are taken to be free of dispersion there; a polar substrate whose own optical phonons lie near $\omega_{\rm LO}$ couples to the LO mode of the layer and is outside this treatment. In vacuum the full solution is $\phi=a_0\cosh kz+4\pi\sigma/(t\epsilon_\parallel q^2)$ with $k=q\sqrt{\epsilon_\parallel/\epsilon_\perp}$. The boundary condition gives $a_0(\epsilon_\perp k\sinh x+q\cosh x)=-4\pi\sigma/(t\epsilon_\parallel q)$ with $x=kt/2$, and $\langle\cosh kz\rangle=\sinh x/x$, so
\begin{equation}
\frac1{\epsilon(q)}=\frac2{\epsilon_\parallel qt}\left[1-\frac{\sinh x/x}{\cosh x+\sqrt{\epsilon_\parallel\epsilon_\perp}\,\sinh x}\right].
\label{eq:closed}
\end{equation}
For $x\gg1$ this tends to $2/(\epsilon_\parallel qt)$, the bulk kernel $4\pi/(\epsilon_\parallel q^2)$ per thickness $t$. Other profiles of source and probe change the coefficient of $t$ in \eqref{eq:reff}.

\subsection{Worked example}

Take a honeycomb model with round parameters: lattice constant $5$ bohr, masses $10$ and $15$ u, $z=0.5$, $\chi_1=2$, $\chi_2=8$ bohr$^3$, and nearest-neighbour bond constants $k_L=0.3$, $k_T=0.1$ Ha/bohr$^2$ along and across the bond. Then $A=21.6506$ bohr$^2$ and $\mu=10937.33$. The program and its output follow this section; it checks the Ewald sums against direct lattice sums and the positivity of $\mathsf M$ and $\omega^2$ on a zone grid.

At $q=0$ every block is isotropic, with $T_{11}=T_{22}=0.044137$ and $T_{12}=0.092602$ bohr$^{-3}$. So $\mathsf M_{11}=0.455863$, $\mathsf M_{22}=0.080863$, $\mathsf M_{12}=-0.092602$, with determinant $0.028287$, and the elements of $\mathsf M^{-1}$ sum to $\Sigma=(0.455863+0.080863+2\times0.092602)/0.028287=25.521$ bohr$^3$. Hence $\alpha=\Sigma/A=1.1788$ bohr and $r=7.4065$ bohr. Since $B_1=z(T_{11}-T_{12})$, $C_{11}=zT_{11}-B_1=zT_{12}=C_{21}$, and $Z=z(1+T_{12}\Sigma)=0.5\times3.3633=1.6817$. The three bond projectors sum to $\frac32$ times the unit matrix, so $\mu\omega_0^2=\Phi_{11}=\frac32(k_L+k_T)-z^2T_{12}-z^2T_{12}^2\Sigma=0.6-0.02315-0.05471=0.52214$, and $\omega_0=6.909\times10^{-3}$ Ha $=188.0$ meV. Then
\begin{align*}
S&=\frac{2\pi\times1.68166^2}{21.6506\times10937.33}=7.504\times10^{-5}\ {\rm Ha^2\,bohr},\\
g_0&=\frac{2\pi\times1.68166/21.6506}{\sqrt{2\times10937.33\times6.9093\times10^{-3}}}=\frac{0.48803}{12.294}=3.970\times10^{-2}\ {\rm Ha},
\end{align*}
or $1.080$ eV in the per-cell normalization of $H$.

These $q=0$ inputs are tested against diagonalization at finite $q$. The slope $S/2\omega_0=5.4301\times10^{-3}$ Ha\,bohr ($1.19\times10^4$ m/s) compares with $5.4299\times10^{-3}$. The logarithmic slope $-7.4065-0.3930=-7.799$ bohr is reproduced by the lattice ($-7.7993$), and the bare $-r$ is excluded. The length $r_0-r=1.5718$ bohr from a static solve equals both $S/\omega_0^2$ and the slope of $\omega_{\rm LO}^2/\omega_{\rm TO}^2$. Between $q=0.0005$ and $0.001$ bohr$^{-1}$ the exponents are $2.992$ for the remainder of \eqref{eq:split2}, $1.995$ for that of \eqref{eq:g2}, $1.000$ for $\bar g_T$ and $2.001$ for $g_{\rm TO}$. With $b=-8.565\times10^{-5}$ Ha$^2$bohr$^2$ and $|\bar g_T|/q=4.3685\times10^{-3}$ Ha\,bohr at $q=0.002$ bohr$^{-1}$, $\theta=0$, Eq.~\eqref{eq:gT} gives $|g_{\rm TO}|/q^2=4.3685\times10^{-3}\times8.5654/(7.5037-0.0174)=4.998\times10^{-3}$ Ha\,bohr$^2$, as on the lattice. The $|\cos3\theta|$ and $\cos\theta$ laws, the isotropy of $g_0$ and Eq.~\eqref{eq:pekar} are also tested, and a real-space sum over dipoles at $q=0.2$ bohr$^{-1}$ returns the $\mathbf G=0$ vertex $1.7852\times10^{-2}$ Ha.

At larger $q$ ($\theta=0.3$ rad), with $\omega_{\rm LO}^2=\omega_0^2+Sq/(1+rq)$ and $\omega_{\rm TO}=\omega_0$ in the formula columns, the splittings in $10^{-4}$ Ha and the LO vertices in $10^{-2}$ Ha are:
\begin{center}
\begin{tabular}{cccccc}
$q$ (bohr$^{-1}$) & split, lattice & \eqref{eq:split} & $|g|$, lattice & \eqref{eq:g} & $g_0/(1+rq)$\\
0.01 & 0.498 & 0.504 & 3.685 & 3.683 & 3.696\\
0.05 & 1.865 & 1.954 & 2.899 & 2.857 & 2.897\\
0.20 & 3.636 & 4.246 & 1.785 & 1.553 & 1.600
\end{tabular}
\end{center}
At $q=0.01$ the lattice splitting lies $5.4\times10^{-7}$ Ha below \eqref{eq:split}; the term $bq^2/2\omega_0=-6.2\times10^{-7}$ Ha accounts for this up to a positive remainder of $0.8\times10^{-7}$ Ha. Here $|b|/Sr=0.8565/5.5576=0.15$, and the omitted analytic terms are not negligible at $rq\sim1$: the lattice vertex exceeds \eqref{eq:g} by $0.07\%$, $1.5\%$ and $15\%$ of the formula value in the three rows. At $q=0.05$ the cruder $g_0/(1+rq)$ is the closer one. It lies above the lattice value at $q=0.01$ and below it at $q=0.2$, so the agreement is a crossing, where its positive error linear in $q$ cancels the omitted positive quadratic term.

At $q=0.05$ bohr$^{-1}$ and $\theta=0.3$ rad both sides of \eqref{eq:sum} equal $0.33448$ Ha, of which LO gives $0.2372$ and the acoustic modes $0.0973$, or $29\%$ of the total. That share depends on the direction of $\mathbf q$, on the elastic constants, which in this model come from the dipole sums together with phenomenological bond constants not tuned to a stress-free lattice, and on the acoustic $v_n$.

A slab with $t=6$ bohr, $\epsilon_\perp=2$ and the same $\alpha$ has $\epsilon_\parallel=3.4688$ and $r_{\rm eff}=10.4065-0.5=9.9065$ bohr, which a finite-element Poisson solution confirms along with \eqref{eq:closed}; thickness adds $2.5$ bohr, a third of $r$. For a thin sheet ($t=0.01$ bohr, $\epsilon_\perp=1$) between $\epsilon_1=1$ and $\epsilon_2=4$ at $q=0.1$ bohr$^{-1}$, the zero-thickness value is $2.5+0.74065=3.2406$ and the finite-element value $3.2390$. The thickness term of \eqref{eq:slab}, $qt(\frac12-\frac{13}6)=-0.0017$, matches the difference.

\section*{Computed values}
\begin{verbatim}
inputs: a = 5.0 bohr, masses = 10.0, 15.0 u, z = +-0.5 e
inputs: site polarizabilities = 2.0, 8.0 bohr^3; kL, kT = 0.3, 0.1 Ha/bohr^2
A = 21.6506 bohr^2, mu = 10937.33 m_e
T11(0) = 0.044137, T12(0) = 0.092602 bohr^-3
Hankel kernel (q=0.7 1/bohr, z=1.3 bohr) = 3.613049 bohr
Z = 1.68166 e, alpha = 1.17878 bohr, r = 7.4065 bohr
w0 = 6.909342e-03 Ha = 188.01 meV
S = 7.50369e-05 Ha^2 bohr, S r = 5.5576e-04 Ha^2 bohr^2
analytic q^2 coefficient b of wLO^2-wTO^2 = -8.5654e-05 Ha^2 bohr^2
g0 = 3.969710e-02 Ha = 1080.21 meV
splitting slope S/(2 w0) = 5.43011e-03 Ha bohr = 1.1879e+04 m/s
splitting slope, lattice = 5.42990e-03 Ha bohr
S/(4 w0^2) = 0.3930 bohr
dln|g|/dq: formula -7.7994 bohr, lattice -7.7993 bohr
r0 = 8.9783 bohr, r0-r = 1.5718 bohr, lattice LST slope = 1.5718 bohr
exponents from q = 0.0005, 0.001 1/bohr, theta = 0.3 rad:
  bar 2.000, res2 1.991, res3 2.992, resg 1.995, gT 2.001, gTbar 1.000
TO at q=0.002 1/bohr, theta=0: |gTbar|/q = 4.3685e-03 Ha bohr
  |g_TO|/q^2: lattice 4.9980e-03, formula 4.9983e-03 Ha bohr^2
q(1/bohr) split_lat split_form gLO_lat gLO_form g0/(1+rq) gTO_lat (Ha), theta=0.3
0.01 4.9830e-05 5.0373e-05 3.6853e-02 3.6826e-02 3.6960e-02 3.135e-07
0.02 9.2025e-05 9.3952e-05 3.4438e-02 3.4343e-02 3.4575e-02 1.269e-06
0.05 1.8648e-04 1.9537e-04 2.8989e-02 2.8568e-02 2.8969e-02 8.205e-06
0.10 2.8077e-04 3.0522e-04 2.3396e-02 2.2318e-02 2.2806e-02 3.477e-05
0.20 3.6360e-04 4.2463e-04 1.7852e-02 1.5528e-02 1.5999e-02 1.568e-04
sum rule q=0.05 1/bohr: (Winf-W0)/A = 3.344754e-01 Ha, mode sum = 3.344754e-01 Ha
  LO 2.3717e-01, TO 1.9515e-08, acoustic 9.7301e-02 Ha
|g_LO| q=0.2 1/bohr: real-space 1.785223e-02 Ha, G=0 term 1.785209e-02 Ha
slab: t = 6.0 bohr, eps_perp = 2.0, eps_par = 3.4688
slab r_eff: formula 9.9065 bohr, finite elements 9.9065 bohr
slab: r_eff - r = 2.5000 bohr, eps_par t/2 = 10.4065 bohr
sheet t=0.01 bohr, eps 1|4, q=0.1 1/bohr: FE 3.2390, formula 3.2406
\end{verbatim}
